\section{The high-density spin stiffness of the electron gas}

At $r_s=0.1$ the ring sum for the uniform electron gas gives a correlation spin stiffness of $0.0748$ hartree. The expression $-(1/6\pi^2)\ln r_s$, whose coefficient $0.016887$ enters the PW92 functional, gives $0.0389$ hartree at that density, about half as much, and at $r_s=2$ it has the wrong sign. The expression is the leading term of an expansion, and the same ring sum supplies a constant of comparable size.

\subsection{Definitions and the ring sum}

The system is the nonrelativistic electron gas at zero temperature in a neutralizing background, in Gaussian units, with $a_0=\hbar^2/me^2$ and the hartree $E_h=me^4/\hbar^2$. The density is $n=3/(4\pi r_s^3a_0^3)=k_F^3/3\pi^2$, so $k_F=1/(a r_sa_0)$ with $a=(4/9\pi)^{1/3}=0.521062$, and $v_F=\hbar k_F/m$. With $\zeta=(n_\uparrow-n_\downarrow)/n$ the two Fermi radii are $x_\sigma k_F$, $x_{\uparrow,\downarrow}=(1\pm\zeta)^{1/3}$. For the correlation energy per electron $\varepsilon_c$,
\begin{equation}
\alpha_c(r_s)=\left.\frac{\partial^2\varepsilon_c}{\partial\zeta^2}\right|_{\zeta=0,\;n\ \mathrm{fixed}} .
\label{def}
\end{equation}

Scale the interaction $v_q=4\pi e^2/q^2$ by $g\in[0,1]$. By the Hellmann--Feynman theorem $dE/dg=(1/2\Omega)\sum_{\mathbf q\ne0}v_q[\langle\rho_{-\mathbf q}\rho_{\mathbf q}\rangle_g-N]$ in volume $\Omega$. The density response at imaginary frequency is $\chi_g(q,i\omega)=-(2/\hbar\Omega)\sum_j|\langle j|\rho_{\mathbf q}|0\rangle|^2\omega_j/(\omega_j^2+\omega^2)$, and $\int_0^\infty d\omega\,\omega_j/(\omega_j^2+\omega^2)=\pi/2$ gives $\langle\rho_{-\mathbf q}\rho_{\mathbf q}\rangle_g=-(\hbar\Omega/\pi)\int_0^\infty\chi_g\,d\omega$. Using the free response $\chi_0=\chi_\uparrow+\chi_\downarrow$ here yields the exchange energy, so correlation comes from $\chi_g-\chi_0$. The ring (random-phase) approximation is $\chi_g=\chi_0/(1-gv_q\chi_0)$. With $\Pi=-v_q\chi_0>0$ one has $-v_q(\chi_g-\chi_0)=\Pi/(1+g\Pi)-\Pi$, and the integral over $g$ gives
\begin{equation}
\varepsilon_r=\frac{\hbar}{n}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!\frac{d\omega}{2\pi}\,[\ln(1+\Pi)-\Pi].
\label{ring}
\end{equation}

For free electrons of spin $\sigma$ the excited states are pairs $\mathbf k\to\mathbf k+\mathbf q$ with frequency $\Delta=\hbar(q^2/2+\mathbf k\cdot\mathbf q)/m$ and weight $f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})$. The part $f_{\mathbf k}f_{\mathbf k+\mathbf q}$ drops out, because $\mathbf k\to-\mathbf k-\mathbf q$ leaves it unchanged and reverses $\Delta$. Hence $\chi_\sigma=-(2/\hbar)\int d^3k\,(2\pi)^{-3}f_{\mathbf k}\,\Delta/(\Delta^2+\omega^2)$. From here on $q$ is measured in $k_F$; set $z=q/2$, $u=\omega/(qk_Fv_F)$, $s=z+iu$, $k=\kappa k_F$, and let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $\Delta=qk_Fv_F(z+\kappa\mu)$ and
\begin{equation}
\chi_\sigma=-\frac{mk_F}{2\pi^2\hbar^2}G(x_\sigma),\qquad
G(x)=\frac1{2z}\int_0^x\!\kappa^2d\kappa\int_{-1}^1\!d\mu\,\mathrm{Re}\frac1{s+\kappa\mu}.
\end{equation}
Substituting $t=-\kappa\mu$ and doing the $\kappa$ integral first, $\int_{|t|}^x\kappa\,d\kappa=(x^2-t^2)/2$, gives the spectral form
\begin{equation}
G(x)=\frac1z\,\mathrm{Re}\!\int\!\frac{\rho_x(t)\,dt}{s-t},\qquad \rho_x(t)=\tfrac14(x^2-t^2)\,\theta(x-|t|).
\label{spec}
\end{equation}
Multiplying by $4\pi e^2/q^2k_F^2$,
\begin{equation}
\Pi=\frac{\lambda Q}{q^2},\quad Q=\tfrac12[G(x_\uparrow)+G(x_\downarrow)],\quad \lambda=\frac{4}{\pi k_Fa_0}=\frac{4ar_s}{\pi};
\label{Pi}
\end{equation}
$\sqrt\lambda$ is the Thomas--Fermi wave vector in units of $k_F$. In (\ref{ring}) the measure becomes $(k_F^3/2\pi^2)q^2dq\,(k_Fv_F/2\pi)\,q\,du$. Dividing by $n$ leaves the prefactor $3\hbar^2k_F^2/4\pi m$, and $k_F=4/\pi\lambda a_0$ with $\hbar^2/ma_0^2=E_h$ turns it into $12E_h/\pi^3\lambda^2$:
\begin{equation}
\varepsilon_r=\frac{12E_h}{\pi^3\lambda^2}\int_0^\infty\!q^3dq\int_0^\infty\!du\,[\ln(1+\Pi)-\Pi].
\label{ring2}
\end{equation}

\subsection{The second derivative}

Two derivatives of the bracket in (\ref{ring2}) give $-\Pi\,\Pi''/(1+\Pi)-\Pi'^2/(1+\Pi)^2$. Since $\zeta\to-\zeta$ exchanges the two terms of $Q$, $\Pi'=0$ at $\zeta=0$. With $Q_2=\partial^2_\zeta Q|_0$ and $Q$ now taken at $\zeta=0$, $q^3\Pi\,\Pi''/(1+\Pi)=\lambda^2qQQ_2/(q^2+\lambda Q)$, so
\begin{equation}
\alpha_r=-\frac{12E_h}{\pi^3}\int_0^\infty\!dq\int_0^\infty\!du\,\frac{q\,Q\,Q_2}{q^2+\lambda Q}.
\label{alpha}
\end{equation}
At $\zeta=0$, $dx_\sigma/d\zeta=\pm\frac13$ and $d^2x_\sigma/d\zeta^2=-\frac29$, so $Q_2=(\partial_x^2G-2\partial_xG)/9$ at $x=1$. The $x$ derivatives act on $\rho_x$: $\partial_x\rho_x=\frac x2\theta(x-|t|)$, with no boundary term since $\rho_x$ vanishes at $|t|=x$, and $\partial_x^2\rho_x=\frac12\theta+\frac x2[\delta(t-x)+\delta(t+x)]$. Therefore
\begin{equation}
Q_2=\frac1{9z}\mathrm{Re}\!\int\!\frac{\sigma(t)\,dt}{s-t},\quad \sigma=\tfrac12[\delta(t-1)+\delta(t+1)-\theta(1-|t|)].
\label{sig}
\end{equation}
Let $A_\pm=(1\pm z)^2+u^2$. The step function gives $-\frac12\mathrm{Re}\ln[(s+1)/(s-1)]=-\frac14\ln(A_+/A_-)$. The delta functions give $\frac12[(z+1)/A_++(z-1)/A_-]$; its numerator over $A_+A_-$ is $\frac12[z(A_++A_-)-(A_+-A_-)]=z(1+z^2+u^2)-2z$. Thus
\begin{equation}
Q_2=\frac19\left[\frac{z^2+u^2-1}{A_+A_-}-\frac1{4z}\ln\frac{A_+}{A_-}\right].
\label{Q2}
\end{equation}
Near $z=1$, $u=0$, that is $q=2k_F$ and zero frequency, the leading singular part of $Q_2$ is $(z-1)/18A_-$, which changes sign at $z=1$ and is bounded by the inverse distance from that point; the other term diverges only logarithmically. Both are integrable in the $(z,u)$ plane, so (\ref{alpha}) is finite.

\subsection{The logarithm}

If $\lambda$ is set to zero in (\ref{alpha}), the integrand behaves as $1/q$ at small $q$ and the integral diverges; screening cuts it off at $q\sim\sqrt\lambda$. The coefficient of the logarithm needs $Q$ and $Q_2$ at $z\to0$. From (\ref{spec}), $\partial_xG=(x/4z)\ln\{[(x+z)^2+u^2]/[(x-z)^2+u^2]\}$, and the logarithm tends to $4xz/(x^2+u^2)$. Integrating $x^2/(x^2+u^2)$ from $G(0)=0$,
\begin{equation}
G_0(x)=x-u\arctan\frac xu,\qquad R(u)\equiv G_0(1).
\label{G0}
\end{equation}
In (\ref{Q2}) the same limit gives $(u^2-1)/(1+u^2)^2-1/(1+u^2)$, so
\begin{equation}
Q_{20}=-\frac{2}{9(1+u^2)^2}.
\label{Q20}
\end{equation}
For $q<1$ add and subtract in (\ref{alpha}) the integrand built from $R$ and $Q_{20}$, whose $q$ integral is elementary:
\begin{equation}
\int_0^1\!\frac{q\,dq}{q^2+\lambda R}=\frac12\ln\frac{1+\lambda R}{\lambda R}=-\tfrac12\ln(\lambda R)+O(\lambda).
\label{cut}
\end{equation}
Both $Q$ and $Q_2$ are even in $z$, because $z\to-z$, $t\to-t$ reverses the real parts in (\ref{spec}) and (\ref{sig}) together with the prefactor. So $QQ_2-RQ_{20}=O(q^2)$, and the subtracted integral converges at $\lambda=0$; the error of setting $\lambda=0$ there is of order $\lambda\int q^3dq/(q^2+\lambda)^2\sim\lambda\ln\lambda$. Define
\begin{equation}
I(z)=\int_0^\infty\!Q\,Q_2\,du,\qquad I_0=I(0).
\end{equation}
Since $dq/q=dz/z$ and $q=1$ is $z=\frac12$,
\begin{align}
\frac{\alpha_r}{E_h}&=\frac6{\pi^3}\int_0^\infty\!RQ_{20}\ln(\lambda R)\,du-\frac{12}{\pi^3}K+O(r_s\ln r_s),\label{split}\\
K&=I_0\ln2+\int_0^1\!\frac{I-I_0}{z}dz+\int_1^\infty\!\frac{I}{z}dz,\label{K}
\end{align}
where $\int_{1/2}^1I\,dz/z$ was written as $I_0\ln2+\int_{1/2}^1(I-I_0)dz/z$.

By (\ref{Pi}), $\ln\lambda=\ln r_s+\ln(4a/\pi)$, so $\ln r_s$ is multiplied by $6I_0/\pi^3$. The substitution $u=\tan\phi$ gives $\int_0^\infty du/(1+u^2)^2=\int_0^{\pi/2}\cos^2\phi\,d\phi=\pi/4$. For the second term of $R$, use $u/(1+u^2)^2=-\frac12\frac{d}{du}(1+u^2)^{-1}$ and $\frac d{du}\arctan(1/u)=-1/(1+u^2)$:
\begin{equation}
\int_0^\infty\!\frac{u\arctan(1/u)}{(1+u^2)^2}du=\frac12\cdot\frac\pi2-\frac12\int_0^\infty\!\frac{du}{(1+u^2)^2}=\frac\pi8 .
\end{equation}
Hence $\int_0^\infty R\,du/(1+u^2)^2=\pi/4-\pi/8=\pi/8$, $I_0=-\frac29\cdot\frac\pi8=-\pi/36$, and $6I_0/\pi^3=-1/6\pi^2$:
\begin{equation}
\alpha_r=E_h\left[-\frac{\ln r_s}{6\pi^2}+B+O(r_s\ln r_s)\right],
\label{result}
\end{equation}
\begin{equation}
B=-\frac{\ln(4a/\pi)}{6\pi^2}-\frac{4J}{3\pi^3}-\frac{12K}{\pi^3},\qquad J=\int_0^\infty\!\frac{R\ln R}{(1+u^2)^2}du .
\label{B}
\end{equation}
The factor of $J$ is $(6/\pi^3)(-2/9)$. Numerically $1/6\pi^2=0.0168869$, or $0.4595$ eV per unit of $\ln r_s$. The sign follows from (\ref{Q20}): polarization lowers the long-wavelength response at every imaginary frequency, the negative ring energy shrinks, and the logarithmic term is positive for $r_s<1$.

\subsection{The logarithm at any polarization}

The coefficient can also be found from the energy itself. For $\sqrt\lambda\ll q\ll1$ the bracket in (\ref{ring2}) is $-\Pi^2/2$, so the integrand is $-\lambda^2Q^2/2q$ with $Q$ at $z\to0$, and $\int_{\sqrt\lambda}^1dq/q=-\frac12\ln\lambda$. Thus $\varepsilon_r\simeq c_0(\zeta)E_h\ln r_s$ with $c_0=(3/\pi^3)\int Q^2du$. Write $x=x_\uparrow$, $y=x_\downarrow$ and $M(x,y)=\int_0^\infty G_0(x)G_0(y)\,du$. Partial fractions give, for real nonzero $\xi,\eta$,
\begin{equation}
\int_0^\infty\!\frac{\xi\eta\,du}{(\xi^2+u^2)(\eta^2+u^2)}=\frac{\xi\eta}{\eta^2-\xi^2}\,\frac\pi2\left(\frac1{|\xi|}-\frac1{|\eta|}\right)=\frac\pi2\,\frac{\mathrm{sgn}(\xi\eta)}{|\xi|+|\eta|}.
\label{pf}
\end{equation}
With $\partial_xG_0=x^2/(x^2+u^2)$ this yields $\partial_x\partial_yM=\pi xy/2(x+y)$, and $M$ vanishes when $x$ or $y$ does. The $y$ integral of $y/(x+y)$ is $y-x\ln(1+y/x)$. Multiply by $x$ and integrate over $x$, by parts for the logarithm, whose derivative is $-y/x(x+y)$:
\[
\int_0^x\!x'^2\ln\!\Big(1+\frac y{x'}\Big)dx'=\frac{x^3}3\ln\!\Big(1+\frac yx\Big)+\frac y3\Big[\frac{x^2}2-xy+y^2\ln\!\Big(1+\frac xy\Big)\Big].
\]
Subtracting this from $x^2y/2$ gives $M=\pi w/6$ with
\begin{equation}
w(x,y)=xy(x+y)-(x^3+y^3)\ln(x+y)+x^3\ln x+y^3\ln y .
\end{equation}
For equal spins $w(x,x)=2x^3(1-\ln2)$, and $x^3+y^3=2$, so $M(x,x)+M(y,y)=\frac{2\pi}3(1-\ln2)$ does not depend on $\zeta$. With $Q^2=\frac14[G_0(x)+G_0(y)]^2$,
\begin{equation}
c_0(\zeta)=\frac{1-\ln2}{2\pi^2}+\frac{w(x,y)}{4\pi^2}.
\label{c0}
\end{equation}
The $\zeta$ dependence of the logarithm lies in the opposite-spin term. At $\zeta=0$, $c_0=(1-\ln2)/\pi^2=0.0310907$; at $\zeta=1$, $w=0$ and half of it remains. To order $\zeta^2$, $x+y=2-\frac29\zeta^2$ and $xy=(1-\zeta^2)^{1/3}=1-\frac13\zeta^2$, so $xy(x+y)=2-\frac89\zeta^2$ and $-2\ln(x+y)=-2\ln2+\frac29\zeta^2$; the last two terms are $\frac13[(1+\zeta)\ln(1+\zeta)+(1-\zeta)\ln(1-\zeta)]=\frac13\zeta^2$. The sum is $w=2(1-\ln2)-\frac13\zeta^2$, so $c_0=c_0(0)-\zeta^2/12\pi^2$ and $c_0''(0)=-1/6\pi^2$, as in (\ref{result}). At $\zeta=0.5$, (\ref{c0}) gives $0.0288345$; the slope of the full sum (\ref{ring2}) between $r_s=10^{-5}$ and $10^{-4}$ is $0.0288333$.

\subsection{The constant}

The constant needs $I(z)$ at all $z$. Put $\xi=z-t$, $\eta=z-t'$ in (\ref{spec}) and (\ref{sig}), so that $\mathrm{Re}\,(s-t)^{-1}=\xi/(\xi^2+u^2)$, write $\rho=\rho_1$, and apply (\ref{pf}):
\begin{equation}
I(z)=\frac\pi{18z^2}\iint\!dt\,dt'\,\rho(t)\sigma(t')\frac{\mathrm{sgn}(\xi\eta)}{|\xi|+|\eta|}.
\label{Isp}
\end{equation}
For $z>1$ both $\xi$ and $\eta$ are positive and the denominator is $W-t$ with $W=2z-t'$. Dividing, $(1-t^2)/(W-t)=(1-W^2)/(W-t)+W+t$, so with $L=\ln[(W+1)/(W-1)]$,
\begin{equation}
F(W)=\int\!\frac{\rho\,dt}{W-t}=\frac{1-W^2}4L+\frac W2 .
\end{equation}
To integrate $F$ by parts, take $-(W-1)^2(W+2)/12$ as the antiderivative of $(1-W^2)/4$; its product with $L'=-2/(W^2-1)$ is $\frac16[W-2/(W+1)]$. An antiderivative of $F$ is therefore $P=-\frac1{12}(W-1)^2(W+2)L+\frac16W^2+\frac13\ln(W+1)$, and
\begin{equation}
I(z>1)=\frac\pi{36z^2}\left[F(2z-1)+F(2z+1)-P(2z+1)+P(2z-1)\right].
\end{equation}
At $z\to1^+$, $F(1)=\frac12$, $F(3)=\frac32-2\ln2$ and $P(3)-P(1)=\frac43(1-\ln2)$, so $I(1^+)=\pi(1-\ln2)/54=0.017852$.

For $z<1$ fold negative $\xi$ onto positive: the sign factor replaces $\rho$ by $\bar\rho(\xi)=\rho(z-\xi)-\rho(z+\xi)$, $\xi>0$, which is $z\xi$ for $\xi<1-z$ and $\rho(z-\xi)$ for $1-z<\xi<1+z$. The same folding of $\sigma$ gives weight $+\frac12$ at $\eta=1+z$, weight $-\frac12$ at $\eta=1-z$, a density $-\frac12$ between them, and zero below $1-z$. With $\Phi(\eta)=\int\bar\rho\,d\xi/(\xi+\eta)$,
\begin{equation}
I(z<1)=\frac\pi{36z^2}\Big[\Phi(1+z)-\Phi(1-z)-\int_{1-z}^{1+z}\!\Phi\,d\eta\Big].
\label{Iin}
\end{equation}
In the outer interval put $\tau=\xi-z\in(\tau_0,1)$, $\tau_0=1-2z$, $c=\eta+z$, and use $(1-\tau^2)/(\tau+c)=(1-c^2)/(\tau+c)-\tau+c$:
\begin{align}
\Phi={}&z\Big[1-z-\eta\ln\frac{1-z+\eta}\eta\Big]\nonumber\\
&+\frac14\Big[(1-c^2)\ln\frac{1+c}{\tau_0+c}-\frac{1-\tau_0^2}2+c(1-\tau_0)\Big].
\end{align}
As $z$ passes 1, the delta function at $t'=1$ crosses $\eta=0$ and its weight changes from $-\frac12$ to $+\frac12$. It multiplies $\Phi(0)=F(1)=\frac12$, so $I$ jumps by $(\pi/18)\cdot\frac12=\pi/36=0.087266$ at $q=2k_F$, from $I(1^-)=-0.069414$. Transfers above $2k_F$ contribute to (\ref{alpha}) with the sign opposite to those below.

The remaining integrals are done by quadrature: $K=-0.060489+0.007929+0.001993=-0.050566$, the terms being rounded separately in the order of (\ref{K}), and $J=-0.208721$. With $4a/\pi=0.663436$, the three terms of (\ref{B}) give
\begin{equation}
B=0.006929+0.008975+0.019570=0.035474,
\label{Bnum}
\end{equation}
that is $0.9653$ eV. The numerical check evaluates (\ref{alpha}) with the full Lindhard function at four values of $r_s$ from $2.5\times10^{-5}$ to $1.6\times10^{-3}$ and matches them to $\ln r_s$, $1$, $r_s\ln r_s$ and $r_s$; it returns $-0.01688686$ and $0.035474$ for the first two coefficients. It also obtains $\alpha_r$ from differences of (\ref{ring2}) at small $\zeta$, without (\ref{alpha}), and requires agreement within $5\times10^{-6}$ hartree.

\subsection{Terms outside the ring sum}

At second order in $v_q$ the ring sum contains the direct term and omits the exchange term. For a pair $\mathbf k\to\mathbf k+\mathbf q$, $-\mathbf p\to-\mathbf p-\mathbf q$ (dimensional wave vectors) the excitation energy is $\hbar^2\mathbf q\cdot(\mathbf q+\mathbf k+\mathbf p)/m$, and interchanging the final states, which requires equal spins, changes the transfer to $\mathbf k+\mathbf p+\mathbf q$:
\begin{equation}
E_{2x}=\frac1{2\Omega^2}\sum_{\sigma}\sum_{\mathbf k\mathbf p\mathbf q}\frac{v_q\,v_{|\mathbf k+\mathbf p+\mathbf q|}\,f_{\mathbf k}f_{\mathbf p}(1-f_{\mathbf k+\mathbf q})(1-f_{\mathbf p+\mathbf q})}{\hbar^2\,\mathbf q\cdot(\mathbf q+\mathbf k+\mathbf p)/m}.
\end{equation}
At small $q$ each of the two occupation shells has thickness of order $q$, so the integrand is $q^2dq\cdot q^{-2}\cdot q^2\cdot q^{-1}=q\,dq$ and no logarithm arises there. All four occupations refer to one radius $k_\sigma$. Measuring wave vectors in $k_\sigma$, the sums give $\Omega^3k_\sigma^9$, the potentials $e^4k_\sigma^{-4}$ and the denominator $m/\hbar^2k_\sigma^2$, in all $\Omega k_\sigma^3E_h\propto N_\sigma E_h$ times a pure number that is the same for both spins. The sum over $\sigma$ is proportional to $N$, independent of $\zeta$, and adds nothing to (\ref{def}).

Each further order carries one more factor $e^2m/\hbar^2k_F\propto r_s$. The rings compensate this factor by repeating $1/q^2$ at a common small transfer. It is assumed here, on power counting and without proof, that the non-ring terms of third and higher order, having fewer such repeated factors, are $O(r_s\ln r_s)$ once screened, and that the same holds for their second derivatives in $\zeta$ at $\zeta=0$. Under this assumption (\ref{result}) holds for the full $\alpha_c$, and the first difference between $\alpha_c$ and $\alpha_r$ lies in the remainder.

\subsection{The PW92 constant and the susceptibility}

PW92 interpolates in $\zeta$ so that its function $\alpha_c$ is the curvature (\ref{def}), and represents the negative of it, in hartree, by
\begin{equation}
-\alpha_c=-2A(1+\alpha_1r_s)\ln\!\Big[1+\frac1{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\Big].
\end{equation}
As $r_s\to0$ the logarithm tends to $-\ln(2A\beta_1r_s^{1/2})$, so $-\alpha_c\to A\ln r_s+2A\ln(2A\beta_1)$. Matching to (\ref{result}) requires $A=+1/6\pi^2=0.016887$ and $2A\ln(2A\beta_1)=-B$. Evaluated at $r_s=10^{-7}$ and $10^{-5}$, the functional gives the slope $-0.016887$ and the constant $0.035477$ for $\alpha_c$, against $0.035474$ in (\ref{Bnum}). This shows that PW92 carries the ring constants; it is no independent proof of the assumption above, since these limits are imposed on the fit.

A field $H$ acting on the spins adds $-\mu_BH\zeta$ per electron, with $\uparrow$ along the moment. Minimizing $\frac12\alpha_{\rm tot}\zeta^2-\mu_BH\zeta$ gives the spin susceptibility $\chi=n\mu_B^2/\alpha_{\rm tot}$. A filled Fermi sphere of radius $k$ has kinetic energy $3\hbar^2k^2/10m$ and exchange energy $-3e^2k/4\pi$ per electron. Weighting by $(1\pm\zeta)/2$ produces $\frac12(x^5+y^5)$ and $\frac12(x^4+y^4)$, with curvatures $\frac53\cdot\frac23=\frac{10}9$ and $\frac43\cdot\frac13=\frac49$. The stiffnesses are $\hbar^2k_F^2/3m=E_h/3a^2r_s^2$ and $-e^2k_F/3\pi=-E_h/3\pi ar_s$. The first alone gives the Pauli value $\chi_P$, so
\begin{equation}
\frac{\chi_P}\chi=1-\frac{ar_s}\pi+3a^2r_s^2\frac{\alpha_c}{E_h}.
\label{chi}
\end{equation}
By (\ref{result}) the leading correlation term is $-(ar_s)^2\ln r_s/2\pi^2$, which for $r_s<1$ opposes the exchange enhancement.

\subsection{Worked example}

Take $r_s=0.1$, so $k_F=19.19$ bohr$^{-1}$ and $\lambda=0.0663$. In hartree, the logarithm is $0.0168869\times2.3026=0.03888$, and adding $B$ gives $0.03888+0.03547=0.07436$ from the unrounded terms. Direct evaluation of (\ref{alpha}) gives $0.07484$, or $2.036$ eV. The two-term form is low by $0.64\,\%$ of the ring value, and the constant accounts for nearly all of the factor of two noted at the start. The remainder is consistent with the next two matched coefficients, which were found numerically and are not derived here: $-0.00076\,r_s\ln r_s+0.00302\,r_s=0.00017+0.00030$, against $0.07484-0.07436=0.00048$. PW92 gives $0.07529$, above the ring value by a similar amount, $0.00045$, while its random-phase version gives $0.07481$. A difference of this order is allowed by the non-ring remainder; how much of it is fitting error is not decided here. For the susceptibility,
\[
\frac\chi{\chi_P}=\frac{122.772}{122.772-2.036+0.075}=1.0162,
\]
compared with $1.0169$ from exchange alone.

At $r_s=2$, $\lambda=1.327$: the screening wave vector exceeds $k_F$, and the interval $\sqrt\lambda\ll q\ll1$ that produces the logarithm is empty. The logarithm alone is $-0.0117$, the two-term form $0.0238$, the ring value $0.0289$ and PW92 $0.0311$ hartree. The two-term form is low by $18\,\%$ of the ring value. From (\ref{chi}), $\chi/\chi_P=0.3069/(0.3069-0.1018+0.0289)=1.31$ with the ring stiffness, $1.34$ with the two-term form, $1.30$ with PW92 and $1.50$ with exchange alone. The expansion (\ref{result}) requires $\lambda\ll1$. At the other end, its use for real electrons is limited by $\hbar k_F\ll mc$; $\hbar k_F=mc$ is reached at $r_s=0.014$. Already at $r_s=0.1$, where $\hbar k_F/mc=0.14$, the relativistic dispersion changes the kinetic stiffness $\hbar k_Fv_F/3$ by the factor $[1+(\hbar k_F/mc)^2]^{-1/2}$. This lowers it by $1.2$ hartree, or $1\,\%$, about sixteen times $\alpha_c$ itself. The numbers at $r_s=0.1$ and below therefore describe the nonrelativistic model, and the smallest $r_s$ above serve only to isolate its coefficients.

\section*{Numbers as computed}
\begin{verbatim}
a = 0.521062; 4a/pi = 0.663436 (dimensionless)
int R/(1+u^2)^2 du = 0.39269908; pi/8 = 0.39269908
ln rs coefficient from quadrature = -0.01688686 hartree
1/(6 pi^2) = 0.01688686 hartree = 0.45951 eV
symbolic c0''(0) = -0.01688686 hartree
zeta=0.0: c0 = 0.0310907, ring-sum slope = 0.0310895 hartree
zeta=0.5: c0 = 0.0288345, ring-sum slope = 0.0288333 hartree
I(0) = -0.087266; I(1-) = -0.069414; I(1+) = 0.017852; jump = 0.087266
J = -0.208721; I(0) ln2 = -0.060489
K inner = 0.007929; K outer = 0.001993; K = -0.050566
B parts: 0.006929, 0.008975, 0.019570 hartree
B = 0.035474 hartree = 0.9653 eV
fit rs=2.5e-05..1.6e-03: slope -0.01688686, const 0.035474 hartree
fit: rs ln rs coefficient -0.00076, rs coefficient 0.00302 hartree
rs=0.0001: alpha formula 0.1910092, differences 0.1910092 hartree
rs=0.001: alpha formula 0.1521330, differences 0.1521330 hartree
rs=0.1: alpha formula 0.0748353, differences 0.0748353 hartree
rs=2: alpha formula 0.0289219, differences 0.0289219 hartree
slope from energy differences = -0.0168837 hartree
PW92 (libxc): slope -0.0168869, const 0.035477 hartree
--- example rs = 0.1
kF = 19.19158 1/bohr; lam = 0.06634
ring energy = -0.144042 hartree
log term = 0.038883; two-term = 0.074358 hartree
ring alpha_c = 0.074835 hartree = 2.0364 eV
two-term error vs ring = -0.64 %
PW92 = 0.075288; PW92-RPA = 0.074810 hartree
kinetic = 122.772285; exchange = -2.036290 hartree
chi/chi_P: exchange 1.01687, two-term 1.01624
chi/chi_P: ring 1.01624, PW92 1.01623
--- example rs = 2
kF = 0.95958 1/bohr; lam = 1.32687
ring energy = -0.061801 hartree
log term = -0.011705; two-term = 0.023769 hartree
ring alpha_c = 0.028922 hartree = 0.7870 eV
two-term error vs ring = -17.82 %
PW92 = 0.031080; PW92-RPA = 0.028922 hartree
kinetic = 0.306931; exchange = -0.101815 hartree
chi/chi_P: exchange 1.49637, two-term 1.34098
chi/chi_P: ring 1.31146, PW92 1.29947
\end{verbatim}
